\section*{First-Order Deposition Between Facing Wafers: The Narrow-Gap Radial Precursor Profile}

\section{Definitions and the full problem}

Two parallel circular wafers of radius $R$ face each other across a gap $\Delta=2h$. The radial coordinate is $r$, and $z$ runs from $-h$ to $h$ between the faces. A precursor with number density $n(r,z)$ enters from the surrounding gas at the rim and is consumed on both faces. Its diffusion coefficient is $D$. The number consumed per unit area and time is $kn$, where $k$ has the dimension of a velocity. Lengths are in centimetres and times in seconds. Diffusion is treated classically.

The temperature, $D$ and $k$ are uniform, the arrangement is axially symmetric, and no gas is forced through the gap. There is no reaction in the gas. The mean free path is much shorter than $\Delta$, so that Fick's law holds between the faces. The film is thin compared with the gap, which therefore keeps its width. The rim density $n_0$ is prescribed and independent of $z$; finding it from the reactor feed is a separate problem.

The precursor is also dilute. If each consumed molecule releases $\nu$ gas molecules, the total radial flux, averaged over the gap, is $(1-\nu)\mathbf J$, where $\mathbf J$ is the gap-averaged radial precursor flux and the carrier gas is inert. At precursor mole fraction $X$, the net flow carries a precursor flux $X(1-\nu)\mathbf J$. Relative to $\mathbf J$ this is $X|1-\nu|$, which is neglected.

In the steady state the flux $-D\nabla n$ has no divergence:
\begin{equation}
\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial n}{\partial r}\right)+\frac{\partial^2 n}{\partial z^2}=0. \label{full}
\end{equation}
The flux into each face equals the consumption there:
\begin{equation}
-D\,\partial_z n=kn\ \ (z=h),\qquad D\,\partial_z n=kn\ \ (z=-h). \label{wall}
\end{equation}
The signs differ because the outward directions are opposite. In addition, $n(R,z)=n_0$, and $n$ is finite at $r=0$.

Two dimensionless numbers govern the problem:
\begin{equation}
\phi^2=\frac{2kR^2}{D\Delta}=\frac{kR^2}{Dh},\qquad
b=\frac{k\Delta}{2D}=\frac{kh}{D}=\phi^2\left(\frac hR\right)^2. \label{numbers}
\end{equation}
The first compares the time $R^2/D$ for radial diffusion with the time $\Delta/(2k)$ for consumption in the gap. The second compares the transverse diffusion time $h^2/D$ with the consumption time $h/k$. The profile derived below is the leading result for $b\ll1$. With errors measured against $n_0$, $\phi$ may be small or large; a small error relative to the local density also requires $b\phi\ll1$.

\section{Reduction to a radial equation}

Define the gap average and the density at either wall by
\begin{equation}
\bar n(r)=\frac1{2h}\int_{-h}^{h}n\,dz,\qquad n_w(r)=n(r,\pm h). \label{average}
\end{equation}
The two wall values agree by symmetry. Averaging the transverse term of \eqref{full} and using \eqref{wall} gives
\begin{equation}
\frac1{2h}\Big[\partial_z n\Big]_{-h}^{h}
=\frac1{2h}\left(-\frac{kn_w}{D}-\frac{kn_w}{D}\right)
=-\frac{2k}{D\Delta}n_w .
\end{equation}
The averaged equation is therefore
\begin{equation}
\frac1r\frac{d}{dr}\left(r\frac{d\bar n}{dr}\right)=\frac{2k}{D\Delta}\,n_w. \label{balance}
\end{equation}
No approximation has been made in this step, but the equation contains two unknown functions. The factor 2 counts the reacting faces; with one inert face it would be 1.

To relate $n_w$ to $\bar n$ for small $b$, consider a radius away from the rim. The density is even in $z$ and nearly uniform across the gap, so its first variation is parabolic:
\begin{equation}
n\simeq a(r)\left(1-\frac{b z^2}{2h^2}\right). \label{parabola}
\end{equation}
The coefficient follows from \eqref{wall}: the slope at $z=h$ is $-ab/h=-ka/D$, as required at leading order. Since the average of $z^2$ is $h^2/3$,
\begin{equation}
\bar n\simeq a\left(1-\frac b6\right),\quad
n_w\simeq a\left(1-\frac b2\right),\quad
\frac{n_w}{\bar n}\simeq1-\frac b3. \label{closure}
\end{equation}
The wall is slightly depleted because a transverse gradient is needed to supply it. Replacing $n_w$ by $\bar n$ in \eqref{balance} thus makes a relative error of order $b$, and gives
\begin{equation}
\frac{d^2\bar n}{dr^2}+\frac1r\frac{d\bar n}{dr}=\frac{\phi^2}{R^2}\bar n. \label{radial}
\end{equation}

\section{The radial profile}

Put $s=\phi r/R$ and $\bar n=y(s)$. Each radial derivative brings a factor $\phi/R$, so \eqref{radial} becomes, after multiplication by $s^2R^2/\phi^2$,
\begin{equation}
s^2y''+sy'=s^2y. \label{bessel}
\end{equation}
Insert $y=\sum_{p\ge0}c_ps^p$. The left side has coefficients $[p(p-1)+p]c_p=p^2c_p$, and the right side has coefficients $c_{p-2}$. The power $p=1$ has no partner on the right, so $c_1=0$, and all odd coefficients vanish. For $p=2m$,
\begin{equation}
c_{2m}=\frac{c_{2m-2}}{4m^2}=\frac{c_0}{4^m(m!)^2}.
\end{equation}
With $c_0=1$ this defines the modified Bessel function
\begin{equation}
I_0(s)=\sum_{m=0}^{\infty}\frac{(s/2)^{2m}}{(m!)^2}. \label{series}
\end{equation}

For the second solution write $y=I_0u$. Equation \eqref{bessel}, divided by $s$, is $(sy')'=sy$. Substitution cancels the terms proportional to $u$, because $I_0$ is itself a solution, and leaves
\begin{equation}
sI_0u''+(2sI_0'+I_0)u'=0.
\end{equation}
Multiplication by $I_0$ turns this into $(sI_0^2u')'=0$. Hence $u'=C/(sI_0^2)$, and near the axis $u\simeq C\ln s$ plus a constant. Finite density on the axis requires $C=0$. The rim condition $\bar n(R)=n_0$ fixes the remaining amplitude:
\begin{equation}
\boxed{\frac{\bar n(r)}{n_0}=\frac{I_0(\phi r/R)}{I_0(\phi)}}\qquad(b\ll1). \label{profile}
\end{equation}

If each consumed molecule adds a film volume $\Omega$, the thickness grows at the rate
\begin{equation}
G(r)=\Omega k n_w(r)\simeq\Omega kn_0\frac{I_0(\phi r/R)}{I_0(\phi)}. \label{growth}
\end{equation}
The terms of \eqref{series} are positive, so the film is thinnest at the centre and thickens towards the rim.

\section{Total deposition and two limits}

Let $I_1=I_0'$. Integrating $(sI_0')'=sI_0$ from 0 to $\phi$ gives $\int_0^\phi sI_0\,ds=\phi I_1(\phi)$. The area-averaged growth rate divided by $\Omega kn_0$ is therefore
\begin{equation}
\eta=\frac2{R^2}\int_0^R\frac{\bar n}{n_0}r\,dr
=\frac{2}{\phi^2I_0(\phi)}\int_0^\phi sI_0(s)\,ds
=\frac{2I_1(\phi)}{\phi I_0(\phi)}. \label{eta}
\end{equation}
The supply through the rim gives a check. The rim area is $2\pi R\Delta$, and the inward flux is $D\bar n'(R)$, so
\begin{equation}
2\pi R\Delta D\,\bar n'(R)
=2\pi\Delta Dn_0\phi\frac{I_1(\phi)}{I_0(\phi)}
=2\pi R^2kn_0\,\eta. \label{influx}
\end{equation}
The last equality uses $D\Delta\phi^2=2kR^2$. Its right side is the consumption on two faces of area $\pi R^2$ each.

For small $\phi$, equation \eqref{series} gives $I_0=1+\phi^2/4+\phi^4/64+\cdots$. Inverting this,
\begin{equation}
\frac{\bar n(0)}{n_0}=1-\frac{\phi^2}{4}+\left(\frac1{16}-\frac1{64}\right)\phi^4+\cdots
=1-\frac{\phi^2}{4}+\frac{3\phi^4}{64}+\cdots. \label{small}
\end{equation}
The leading centre deficit is $kR^2/(2D\Delta)$. In this regime, doubling the radius requires four times the gap for the same leading deficit, if $k$ and $D$ are fixed. For the film this rule holds only while $h\ll R$: by \eqref{closure}, wall depletion adds about $b/3$ to the deficit, which is $\tfrac43(h/R)^2$ times $\phi^2/4$.

For large $\phi$ the precursor is consumed near the rim. There the term $\bar n'/r$ in \eqref{radial} is smaller than $\bar n''$ by a factor of order $1/\phi$, and the solution decaying inward is
\begin{equation}
\bar n\simeq n_0e^{-(R-r)/L},\qquad L=\frac R\phi=\sqrt{\frac{D\Delta}{2k}}. \label{large}
\end{equation}
A rim strip of effective width $L$ carries the deposition, so $\eta\simeq2\pi RL/(\pi R^2)=2/\phi$. The total consumption on both faces becomes
\begin{equation}
2\pi R^2kn_0\frac2\phi=2\pi Rn_0\sqrt{2kD\Delta}. \label{total}
\end{equation}
It grows as the square root of $k$: a faster reaction also shortens the strip that is reached. The averaged description still requires $L\gg h$. From \eqref{numbers}, $L/h=1/\sqrt b$, so this is again the condition $b\ll1$.

\section{The error of the narrow-gap result}

The full problem separates into products $\cos(xz/h)I_0(xr/h)$. The radial factor contributes $+x^2/h^2$ to \eqref{full} and the cosine contributes $-x^2/h^2$, so each product is a solution. The wall condition gives $D(x/h)\sin x=k\cos x$, or
\begin{equation}
x_j\tan x_j=b,\qquad j=0,1,2,\ldots, \label{roots}
\end{equation}
with $j\pi<x_j<(j+\tfrac12)\pi$.

Two different cosines $C_i$ and $C_j$ are orthogonal on the gap. Indeed, multiplying $C_i''=-(x_i/h)^2C_i$ by $C_j$, subtracting the exchanged product and integrating gives
\begin{equation}
\frac{x_i^2-x_j^2}{h^2}\int_{-h}^{h}C_iC_j\,dz
=\Big[C_iC_j'-C_jC_i'\Big]_{-h}^{h}=0,
\end{equation}
because both functions have the same ratio of slope to value at each wall. These even modes form a complete set for even functions, by the Sturm--Liouville theorem. Projecting the uniform rim density on them gives
\begin{equation}
A_j=\frac{\int_{-h}^{h}C_j\,dz}{\int_{-h}^{h}C_j^2\,dz}
=\frac{2\sin x_j}{x_j[1+\sin(2x_j)/(2x_j)]}.
\end{equation}
The gap average of $C_j$ is $\sin x_j/x_j$, and hence
\begin{equation}
\frac{\bar n(r)}{n_0}=\sum_jM_j\frac{I_0(x_jr/h)}{I_0(x_jR/h)},\quad
M_j=\frac{2\sin^2x_j}{x_j^2[1+\sin(2x_j)/(2x_j)]}. \label{modes}
\end{equation}

For small $b$ the first root satisfies $x_0^2+x_0^4/3+\cdots=b$. Solving by iteration,
\begin{equation}
x_0^2=b-\frac{b^2}{3}+O(b^3),\qquad
\frac{x_0R}{h}=\phi\left[1-\frac b6+O(b^2)\right], \label{root}
\end{equation}
where $bR^2/h^2=\phi^2$ was used. The amplitude follows from
\begin{align}
\frac{\sin^2x_0}{x_0^2}&=1-\frac{x_0^2}{3}+\frac{2x_0^4}{45}+\cdots,\\
\frac12\left(1+\frac{\sin2x_0}{2x_0}\right)&=1-\frac{x_0^2}{3}+\frac{x_0^4}{15}+\cdots.
\end{align}
Their quotient is $M_0=1-x_0^4/45+\cdots$, so the amplitude has no correction of order $b$.

For $j\ge1$, $x_j\simeq j\pi+b/(j\pi)$ and $M_j\simeq2b^2/(j\pi)^4$. These modes decay inward from the rim over lengths of about $h/(j\pi)$. They allow the uniform rim density to adjust to the transverse shape \eqref{parabola}. At the centre of a narrow gap they are exponentially small.

At fixed $\phi$, the first correction at the centre therefore comes from the argument of $I_0$:
\begin{equation}
\frac{\bar n(0)}{n_0}\simeq\frac1{I_0(\phi-b\phi/6)}
\simeq\frac1{I_0(\phi)}+\frac{b\,\phi I_1(\phi)}{6I_0(\phi)^2}. \label{shift}
\end{equation}
The centre average is raised because wall depletion slows consumption. At fixed $\phi$ the shift falls as $(h/R)^2$. This is not the same as narrowing a given gap at constant $k$, $D$ and $R$: then $b$ decreases, but $\phi^2$ increases. The wall error $b/3$ then falls while the film becomes less uniform. The shift \eqref{shift} of the gap average falls appreciably only once $\phi$ is of order one or larger; for small $\phi$ it tends to $b\phi^2/12=(kR/D)^2/12$, which does not depend on the gap.

A finite-volume solution of \eqref{full} and \eqref{wall}, without gap averaging or Bessel functions, tests \eqref{shift} at $\phi=2$. For $h/R=0.10$ the centre shift is $4.06\times10^{-3}$, with the last digit uncertain by the grid error, against $4.08\times10^{-3}$ from \eqref{shift}. For $h/R=0.05$ both values are $1.02\times10^{-3}$, so halving the gap reduces the shift by a factor close to four.

At $h/R=1$ and the same $\phi$, $b=4$ and the narrow-gap condition fails. The finite-volume solution gives a centre average of $0.649$ and the mode sum \eqref{modes} gives $0.648$, equal within the grid error, while \eqref{profile} gives $0.439$. The simple formula assumes that the wall sees the average density, and here it greatly overstates the depletion.

\section{Approach to the steady state}

Let the density differ from its steady value by $w(r,z,t)$. Then $\partial_tw=D\nabla^2w$, with the wall conditions \eqref{wall} and $w=0$ at the rim. The products $J_0(\alpha r/R)\cos(x_jz/h)$ satisfy these conditions if $J_0(\alpha)=0$. The function $J_0$ obeys \eqref{bessel} with the sign of the right side reversed, so both factors now contribute negatively to $\nabla^2w$. The decay rate is $D(\alpha^2/R^2+x_j^2/h^2)$. The slowest mode has the first zero $\alpha=j_{01}$ and the root $x_0$. With $x_0^2\simeq b$,
\begin{equation}
\Gamma\simeq\frac{Dj_{01}^2}{R^2}+\frac{2k}{\Delta}. \label{relax}
\end{equation}
Radial escape and wall consumption both remove a disturbance, and their rates add. With errors measured against $n_0$, the steady profile applies when the rim supply and the gap width change little during $1/\Gamma$. For large $\phi$ a slow change at the rim reaches the centre with a delay of about $\phi/(2\Gamma)$, so at fixed gap width a small error relative to the local density requires the rim density to change little during that longer time.

\section{Worked example}

Take the round model values $R=10$ cm, $\Delta=0.5$ cm, $D=500$ cm$^2$/s and $k=2$ cm/s. Then
\begin{equation}
\phi^2=\frac{2(2)(10)^2}{(500)(0.5)}=1.60,\quad
\phi=1.265,\quad
b=\frac{(2)(0.5)}{2(500)}=1.0\times10^{-3}.
\end{equation}
The gap is narrow in the required sense, but radial depletion is appreciable.

With $n_0=2\times10^{14}$ cm$^{-3}$ and $\Omega=2\times10^{-23}$ cm$^3$, the rim growth rate is
\begin{equation}
\Omega kn_0=(2\times10^{-23})(2)(2\times10^{14})
=8.0\times10^{-9}\ \text{cm/s}=4.80\ \text{nm/min}.
\end{equation}
Since $I_0(\phi)=1.442$, the centre ratio is $1/1.442=0.694$, and the film there grows at $3.33$ nm/min. At $r=5$ cm the ratio is $0.765$ and the rate is $3.67$ nm/min. The inner half of the radius thus accounts for less than a quarter of the centre-to-rim difference. The leading term of \eqref{small} would give a centre ratio of $1-0.40=0.60$, which shows that this $\phi$ is outside the small-deficit regime.

With $I_1(\phi)=0.768$, equation \eqref{eta} gives
\begin{equation}
\eta=\frac{2(0.768)}{(1.265)(1.442)}=0.842,
\end{equation}
and a mean growth rate of $4.04$ nm/min. The mean exceeds the centre rate because the growth rate rises towards the rim; the larger area of the outer rings adds to the difference.

In the full solution, the gap average differs from \eqref{profile} by at most $1.1\times10^{-4}$ of the local formula value. For the wall density the largest difference is about $3\times10^{-4}$ on the same basis. Away from the rim, the wall lies below the gap average by a fraction $3.3\times10^{-4}$, in agreement with $b/3$.

The assumptions can be checked at temperature $T=900$ K, molecular mass $m=60$ u and total pressure $1000$ dyn/cm$^2$. With Boltzmann's constant $k_B$, the one-sided Maxwell flux onto a wall is
\begin{equation}
n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/(2k_BT)}dv
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{n\bar v}{4},\quad
\bar v=\sqrt{\frac{8k_BT}{\pi m}}.
\end{equation}
Here $\bar v=5.64\times10^4$ cm/s. Dividing the consumption $kn$ by this flux gives a reaction probability per collision of $4k/\bar v=1.4\times10^{-4}$, small enough for the wall to disturb the Maxwell distribution little. The rough estimate $3D/\bar v$ gives a mean free path of about $0.027$ cm, or 5\% of the gap. The precursor mole fraction at the rim is $0.025$. Continuum diffusion and diluteness are therefore reasonable approximations, but their errors can be larger than the narrow-gap error of order $10^{-3}$.

The wall term in \eqref{relax} is $2(2)/0.5=8$ s$^{-1}$, and the total is $\Gamma=36.9$ s$^{-1}$, so radial diffusion supplies most of the relaxation. The relaxation time is $0.027$ s. During it the rim film grows by about $0.002$ nm, a negligible change of the gap.

Suppose that the centre rate must be 95\% of $\Omega kn_0$. The condition $1/I_0(\phi)=0.95$ gives $\phi=0.456$, and \eqref{numbers} gives
\begin{equation}
\Delta=\frac{2kR^2}{D\phi^2}=\frac{400}{500(0.456)^2}\ \text{cm}\simeq3.85\ \text{cm}. \label{design}
\end{equation}
At this gap $b=7.7\times10^{-3}$, and the full solution gives a centre rate of $0.948$ of the rim value, slightly below the target. The sign follows from \eqref{closure}: wall depletion lowers the rate by the fraction $b/3=2.6\times10^{-3}$, which outweighs the small rise \eqref{shift} of the gap average. Equation \eqref{design} is thus a leading-order design value, and a strict 95\% requirement needs a somewhat larger gap. The numerical output below lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
Wafer radius R = 10.0 cm; gap = 0.50 cm
Diffusion coefficient D = 500 cm^2/s
Surface rate constant k = 2.0 cm/s
Temperature = 900 K; molecular mass = 60 u
Total pressure = 1000 dyn/cm^2
Rim density n0 = 2.00e+14 cm^-3
Film volume per molecule = 2.00e-23 cm^3
phi^2 = 1.6000; phi = 1.2649 (dimensionless)
b = 1.00e-03; half gap / R = 0.0250 (dimensionless)
I0(phi) = 1.44182; I1(phi) = 0.76767
Rim growth rate = 8.000e-09 cm/s
Rim growth rate = 4.800 nm/min
r =  0.0 cm: n/n0 = 0.6936, growth = 3.329 nm/min
r =  2.5 cm: n/n0 = 0.7110, growth = 3.413 nm/min
r =  5.0 cm: n/n0 = 0.7647, growth = 3.670 nm/min
r =  7.5 cm: n/n0 = 0.8586, growth = 4.121 nm/min
r = 10.0 cm: n/n0 = 1.0000, growth = 4.800 nm/min
Innermost cell n/n0, full solution = 0.69364
Innermost cell n/n0, I0 formula = 0.69357
Largest relative error, gap average = 1.12e-04
Largest relative error, wall density = 3.26e-04
Relative wall deficit: full 3.339e-04, b/3 3.333e-04
Mean/rim rate: formula 0.84184, full 0.84161
Mean growth rate = 4.041 nm/min
Correction and wide-gap tests use phi = 2.0
Half gap/R = 0.10: centre shift full 4.056e-03, first order 4.081e-03
Half gap/R = 0.05: centre shift full 1.020e-03, first order 1.020e-03
Wide gap, half gap/R = 1.0: full 0.6486, modes 0.6482, I0 formula 0.4387
Centre deficit at phi = 0.2: full 0.00993, phi^2/4 = 0.01000
Slowest decay rate: formula 36.916, full 36.913 s^-1
Relaxation time = 0.0271 s
Rim film grown in that time = 2.17e-03 nm
Mean molecular speed = 5.636e+04 cm/s
Reaction probability per collision = 1.42e-04
Rough mean free path = 0.0266 cm
Mean free path / gap = 0.053
Precursor mole fraction at rim = 0.0249
Target centre/rim ratio = 0.95
Required phi = 0.4559; b there = 7.70e-03
Required gap = 3.850 cm
Full-solution centre/rim rate at that gap = 0.9477
\end{verbatim}
